# Depletion width of an n-type semiconductor electrode at 1 V band bending

## Problem

A flat n-type semiconductor electrode is in contact with an electrolyte. It has a uniform donor density $N=1\times10^{17}\ \mathrm{cm^{-3}}$ and relative permittivity 10. At the surface its bands are bent upward by 1 V relative to the bulk, so conduction electrons are pushed away and leave positively charged donors behind. The temperature is 298.15 K.

(a) Estimate the thickness of this charged layer by scaling.

(b) Find the thickness, the surface field and the charge per area when the layer is treated as completely free of electrons and sharply bounded.

(c) The true edge is smooth, because electrons thin out gradually. Find how much this changes the charge and the capacitance.

(d) Find when holes spoil the result, and size the other neglected effects for an electrode resembling gallium nitride in water.

The given 1 V is the drop inside the semiconductor. The electrode potential also contains drops on the electrolyte side, which are treated in part (d).

## Conventions

Let $x$ run from the surface at $x=0$ into the semiconductor. Let $\psi(x)$ be the electrostatic potential relative to the bulk. An electron has energy $-q\psi$, with $q>0$ the elementary charge, so upward bending means negative $\psi$. It is convenient to use the positive quantity $\phi=-\psi$, with $\phi(0)=V=1$ V and $\phi\to0$ in the bulk.

Poisson's equation $\psi''=-\rho/\varepsilon$ then becomes

$$\phi''=\frac{\rho}{\varepsilon},\qquad \varepsilon=10\,\varepsilon_0=8.854\times10^{-11}\ \mathrm{F/m}.$$

The field is $E=-\psi'=\phi'$. It is negative in the layer and so points toward the surface, from the positive donors to the balancing negative charge at the electrolyte side.

## (a) Estimate by scaling

If the band bending falls by $V$ over a length $L$, its second derivative is of order $V/L^2$. The charge density of bare donors is $qN$. Poisson's equation therefore gives

$$\frac{V}{L^2}\sim\frac{qN}{\varepsilon}\quad\Rightarrow\quad L\sim\sqrt{\frac{\varepsilon V}{qN}}.$$

The density must be converted first: $10^{17}\ \mathrm{cm^{-3}}=10^{23}\ \mathrm{m^{-3}}$. Then

$$L^2\sim\frac{8.854\times10^{-11}\times1}{1.602\times10^{-19}\times10^{23}}\ \mathrm{m^2}=5.53\times10^{-15}\ \mathrm{m^2},$$

so $L\sim74$ nm. The argument fixes the dependence on $V$, $N$ and $\varepsilon$, but not the numerical factor.

## (b) Solution for a sharp edge

In the depletion approximation all donors in $0<x<W$ are ionised, no mobile charge is present there, and the material beyond $W$ is neutral:

$$\phi''=\frac{qN}{\varepsilon}\quad(0<x<W),\qquad \phi''=0\quad(x>W).$$

The neutral bulk has no field, and the field is continuous at $W$ because no sheet charge sits there. Hence $\phi'(W)=0$. Integrating from $x$ to $W$,

$$0-\phi'(x)=\frac{qN}{\varepsilon}(W-x)\quad\Rightarrow\quad \phi'(x)=-\frac{qN}{\varepsilon}(W-x).$$

A second integration from $x$ to $W$, with $\phi(W)=0$, gives

$$0-\phi(x)=-\frac{qN}{\varepsilon}\int_x^W(W-s)\,ds=-\frac{qN}{2\varepsilon}(W-x)^2,$$

so $\phi(x)=(qN/2\varepsilon)(W-x)^2$. Setting $\phi(0)=V$,

$$W=\sqrt{\frac{2\varepsilon V}{qN}}.$$

The numbers give $W^2=2\times5.53\times10^{-15}\ \mathrm{m^2}=1.105\times10^{-14}\ \mathrm{m^2}$, and

$$W=1.05\times10^{-7}\ \mathrm{m}=105\ \mathrm{nm}.$$

The field magnitude at the surface is $qNW/\varepsilon$. Since $qN/\varepsilon=2V/W^2$, it equals

$$|E(0)|=\frac{2V}{W}=0.190\ \mathrm{MV/cm}.$$

The donor charge per area is $qNW=0.168\ \mathrm{\mu C/cm^2}$.

The solution needs a semiconductor thicker than $W$. Consider instead a film of thickness $d<W$ whose back face has no field. When all its donors are bare, the same integration gives a front-to-back drop $qNd^2/2\varepsilon=V(d/W)^2$. For $d=50$ nm this is $(50/105)^2\times1\ \mathrm{V}\approx0.23$ V. The donors of such a film cannot support 1 V by themselves.

## Comparison of estimate and solution

The estimate of 74 nm is smaller than the sharp-edge result by a factor $\sqrt2$. The scaling argument lets the full surface field act over the whole length, which would give a drop $(qNL/\varepsilon)L$. In the solution the field falls linearly to zero, its mean is half its surface value, and the drop is $(qNW/\varepsilon)W/2$. To reach the same 1 V, the layer must be $\sqrt2$ times thicker.

Both expressions scale in the same way. At fixed $V$ and $\varepsilon$, a hundredfold increase of $N$ makes the sharp-edged layer ten times thinner and the surface field ten times larger. With the gallium nitride values of part (d), $10^{19}\ \mathrm{cm^{-3}}$ lies outside the regime of small corrections found below. This density exceeds $N_c$, so the electrons would be degenerate at full ionisation. The field is 1.9 MV/cm, the tunnelling exponent falls to 24, and the Helmholtz drop rises to 0.17 V.

## (c) Solution for a smooth edge

### Total charge

Let the electrons be in equilibrium and nondegenerate. Their energy at $x$ is higher than in the bulk by $q\phi$, so their density is $N e^{-\phi/V_T}$, where $V_T=k_BT/q=25.69$ mV. The prefactor is $N$ because the bulk is neutral and, for now, all donors are taken as ionised. Poisson's equation becomes

$$\phi''=\frac{qN}{\varepsilon}\left(1-e^{-\phi/V_T}\right).$$

Multiply by $\phi'$. The left side is then the derivative of $\phi'^2/2$, and on the right $\phi'\,dx=d\phi$. Integrating from the surface to the bulk, where both $\phi$ and $\phi'$ vanish,

$$-\frac12\phi'(0)^2=\frac{qN}{\varepsilon}\int_V^0\left(1-e^{-\phi/V_T}\right)d\phi
=-\frac{qN}{\varepsilon}\left[V-V_T\left(1-e^{-V/V_T}\right)\right].$$

The charge per area is $Q=\int_0^\infty\rho\,dx=\varepsilon\int_0^\infty\phi''dx=-\varepsilon\phi'(0)$. Define the charge width $W_Q=Q/(qN)$, the thickness of bare donors that would hold the same charge. Then

$$W_Q=\sqrt{\frac{2\varepsilon}{qN}\left[V-V_T\left(1-e^{-V/V_T}\right)\right]}.$$

Here $V/V_T\approx39$, so the exponential is negligible and the bracket is $1-0.0257=0.9743$ V. This gives

$$W_Q=105.13\sqrt{0.9743}\ \mathrm{nm}=103.8\ \mathrm{nm},$$

which is 1.3 % below $W$. A finite-difference solution of the nonlinear Poisson equation, followed by integration of its charge density, also gives 103.8 nm.

The sign of the change can be understood without solving the equation. Integration by parts gives

$$\frac1\varepsilon\int_0^\infty x\rho\,dx=\int_0^\infty x\phi''dx=\big[x\phi'\big]_0^\infty-\int_0^\infty\phi'dx=V.$$

The drop is thus fixed by the first moment of the charge. A charge farther from the surface contributes more to it. Electrons lower the density near the edge and leave some net donor charge beyond $W$, where it contributes more per unit charge. Less total charge is then needed for the same drop.

### Shape of the edge

The smooth edge is much wider than the 1.3 % change might suggest. In the numerical solution the electron density at $x=W$ is already 0.58 of its bulk value, and it rises from 10 % to 90 % of the bulk value over 41 nm.

The length scale follows from the bulk side. For $\phi\ll V_T$, $1-e^{-\phi/V_T}\approx\phi/V_T$, so

$$\phi''\approx\frac{\phi}{L_D^2},\qquad L_D=\sqrt{\frac{\varepsilon V_T}{qN}}=W\sqrt{\frac{V_T}{2V}}\approx11.9\ \mathrm{nm}.$$

The band bending decays as $e^{-x/L_D}$ there. The 10–90 % span is about $3.5L_D$. It does not depend on $V$ once $V$ exceeds $V_T\ln10$: the first integral, started at any point, gives $\phi'$ as a function of the local $\phi$ alone, and the two densities fix the two values of $\phi$. A larger $V$ adds depleted material at the surface side and leaves the edge profile unchanged.

### Capacitance

A capacitance measurement responds to $dQ/dV$. From the result above,

$$Q^2=2\varepsilon qN\left[V-V_T\left(1-e^{-V/V_T}\right)\right].$$

Differentiating both sides with respect to $V$,

$$2Q\frac{dQ}{dV}=2\varepsilon qN\left(1-e^{-V/V_T}\right).$$

With $Q=qNW_Q$ and $C=dQ/dV$ per area,

$$\frac{\varepsilon}{C}=\frac{W_Q}{1-e^{-V/V_T}}.$$

At 1 V the denominator is practically one. The capacitance of the semiconductor alone is $0.085\ \mathrm{\mu F/cm^2}$, and the width inferred from it is 103.8 nm, not 105.1 nm. A measurement on an electrode also contains the electrolyte-side capacitance in series. A Helmholtz capacitance $C_H=10\ \mathrm{\mu F/cm^2}$, the round value used in part (d), would add $\varepsilon/C_H\approx0.9$ nm to the inferred width if it were not corrected for.

### Small band bending

For $V\ll V_T$, expand $e^{-V/V_T}\approx1-V/V_T+V^2/(2V_T^2)$. The bracket becomes $V^2/(2V_T)$, so

$$W_Q\approx\sqrt{\frac{\varepsilon V^2}{qNV_T}}=L_D\frac{V}{V_T},\qquad \frac{\varepsilon}{C}\approx L_D.$$

The charge is now proportional to $V$, and $W_Q$ no longer measures the extent of the layer. The square-root law belongs to $V\gg V_T$, where the relative shortfall of $W_Q$ from $W$ is about $V_T/(2V)$. At $V=10V_T\approx0.26$ V it is about 5 %.

## (d) When the result fails

### Holes

Upward bending attracts holes. Let their surface density be $p_s$. At equilibrium their density is $p_s e^{(\phi-V)/V_T}$, which adds to the positive charge. Its contribution to the integral over $\phi$, divided by $N$, is

$$\frac{p_s}{N}\int_0^V e^{(\phi-V)/V_T}d\phi=\frac{p_s}{N}V_T\left(1-e^{-V/V_T}\right)\approx V_T\frac{p_s}{N}.$$

The bracket in $W_Q$ becomes $V-V_T+V_Tp_s/N$. For $p_s=5N$ this is $V+4V_T$, and $W_Q$ rises to 110.4 nm. This is a larger charge, not a thicker layer of bare donors: the added holes sit at a mean depth of about $V_T/|E(0)|\approx1.4$ nm. A layer this thin is quantised. For a hole mass of one free-electron mass and a hard wall at the surface, the lowest level lies about 55 meV from the band edge, and the hole charge is about half the classical value at the same Fermi level. The classical figures in this section therefore overstate the hole charge, by an amount equivalent to about 20 meV in the gap.

To find $p_s$, measure energies in eV from the bulk conduction band edge. For nondegenerate electrons the Fermi level lies at $-V_T\ln(N_c/N)$. For a gap $E_g$, the valence edge at the surface lies at $V-E_g$. The hole density there is $N_v$ times the Boltzmann factor of the distance between them:

$$p_s=N_v\exp\left[-\frac{-V_T\ln(N_c/N)-V+E_g}{V_T}\right]=\frac{N_cN_v}{N}e^{(V-E_g)/V_T}.$$

Here $N_{c,v}=2(mk_BT/2\pi\hbar^2)^{3/2}$ for the electron or hole mass $m$. Setting $p_s=N$ gives the limiting gap

$$E_g^*=V+V_T\ln\frac{N_cN_v}{N^2}.$$

Take rough masses for gallium nitride, 0.2 free-electron masses for electrons and 1.0 for holes. Then $N_c=2.22\times10^{18}$ and $N_v=2.49\times10^{19}\ \mathrm{cm^{-3}}$, and

$$E_g^*=1+0.02569\ln(5.53\times10^3)=1.22\ \mathrm{eV}.$$

With these masses, a semiconductor of smaller gap would form a hole layer at equilibrium. At $p_s=N$ the charge has risen by only 1.3 %, but the capacitance fails earlier if the holes follow the signal. Since $p_s\propto e^{V/V_T}$, the derivative of the bracket is $1+p_s/N$ and $\varepsilon/C=W_Q/(1+p_s/N)$. The capacitance is nearly doubled at $p_s=N$, and it is 1.3 % high already at $p_s=0.013N$, a gap of about 1.33 eV. With the rough gallium nitride gap of 3.4 eV, $p_s/N$ is about $10^{-37}$, so thermal holes play no part. Illumination can supply holes that this equilibrium formula does not count.

### Donors and electron statistics

A rough donor depth $E_d$ of 30 meV means that some bulk donors hold their electron. With spin factor 2, the ionised fraction $f$ obeys

$$f=\frac{1}{1+2(fN/N_c)e^{E_d/k_BT}},$$

whose solution is $f=0.81$. Write $u=\phi/V_T$. The electron density is $fNe^{-u}$, and the local ionised fraction is $1/(1+ae^{-u})$ with $a=(1-f)/f$. For $V\gg V_T$,

$$\int_0^{V/V_T}\left[\frac{1}{1+ae^{-u}}-fe^{-u}\right]du\approx\frac{V}{V_T}-\ln(1+a)-f=\frac{V}{V_T}+\ln f-f.$$

The loss in the bracket is therefore $V_T(f-\ln f)=26.2$ mV instead of 25.7 mV. The width $W_Q$ falls by only 0.03 nm. The bare-donor density in the layer remains $N$, because donors that were neutral in the bulk become ionised where the electrons are removed.

Degeneracy is also weak. To second order in $z=e^{\eta}$, with $\eta$ the Fermi level above the local band edge in units of $k_BT$, the electron density is $N_c(z-z^2/2^{3/2})$. Since $z=z_be^{-u}$, its integral over $u$ is $N_c(z_b-z_b^2/2^{5/2})$. Dividing by the bulk density gives $1+z_b(2^{-3/2}-2^{-5/2})\approx1+N/(2^{5/2}N_c)$. For fully ionised donors the extra loss is 0.2 mV.

### Breakdown and tunnelling

The surface field is about 6 % of a rough breakdown field of 3 MV/cm. Electrons could also tunnel through the barrier. For the sharp-edged barrier of part (b), at the energy of the bulk conduction edge, the decay constant is $\kappa=\sqrt{2mq\phi}/\hbar=(\sqrt{2mqV}/\hbar)(1-x/W)$. The semiclassical exponent is

$$2\int_0^W\kappa\,dx=\frac{W\sqrt{2mqV}}{\hbar}=\frac{2V}{\hbar}\sqrt{\frac{m\varepsilon}{N}}\approx241.$$

A transmission of order $e^{-241}$ is negligible at this energy. The smooth edge extends the barrier into the bulk and raises the exponent to about 266. The parabolic band overstates $\kappa$ deep in the gap: a two-band form $\kappa\propto\sqrt{\phi(1-q\phi/E_g)}$ lowers 241 to about 222. Interband tunnelling has no final state inside the semiconductor, since the valence edge at the surface is 2.4 eV below the bulk conduction edge.

### Electrolyte side

The charge $qNW_Q$ must be balanced across the interface. For a round Helmholtz capacitance of $10\ \mathrm{\mu F/cm^2}$, the added drop is

$$\frac{0.166\ \mathrm{\mu C/cm^2}}{10\ \mathrm{\mu F/cm^2}}=16.6\ \mathrm{mV}.$$

In a 0.1 mol/L 1:1 salt the Debye length is 0.96 nm, taking about 78 for the relative permittivity of water. Gouy–Chapman theory puts the diffuse-layer drop at no more than about 2.3 mV, the value from its minimum capacitance. These drops leave $W$ unchanged at fixed $V$. If 1 V were instead the whole potential step from flat band, with other interface charges unchanged, the semiconductor would receive about 0.98 V and $W$ would be about 1 % smaller.

### A gallium nitride electrode

The doping and permittivity used here lie in the range of n-type gallium nitride electrodes. Its permittivity depends on direction. For a surface aligned with a crystal axis, the component normal to the surface enters $W$. Taking 5 % either side of 10 as a rough range gives 102.5 and 107.7 nm, a change of about 2.5 % either way. Warming to 353 K at fixed $V$, $N$ and $\varepsilon$ lowers $W_Q$ by less than 0.3 nm.

Real layers need not be uniformly doped. If the density were 20 % higher throughout the layer, $W$ would fall by a factor $1/\sqrt{1.2}$, or about 9 %. Even at uniform mean doping the donors are discrete, with a mean spacing $N^{-1/3}$ of 21.5 nm. A cube of side $W$ holds about 116 of them. Treat a patch of area $A$ as one-dimensional. Its drop is the first moment $(q/\varepsilon A)\sum_i x_i$ over the donor depths, and for random placement the sum has variance $NAW^3/3$. Dividing the scatter of the drop by $dV/dW=qNW/\varepsilon$ gives a relative scatter $1/\sqrt{3NAW}$ in the width. This is roughly 5 % for a patch of side $W$. It falls inversely with the side, to 0.6 % at 1 µm, so a macroscopic measurement averages it out. Charged surface states do not alter $W$ at fixed $V$, but they can change the electrode potential at which 1 V of band bending is reached. The same holds for the polarisation charge on the polar faces of gallium nitride. It is roughly $0.03\ \mathrm{C/m^2}$, nearly twenty times $qNW_Q$, and would correspond to about 0.3 V across the Helmholtz capacitance if it were balanced on the electrolyte side.

For these parameters the width is therefore near 105 nm, with uncertainty in doping and permittivity more important than the smooth electron edge.

Numbers in the example were calculated in double precision.
